# Stiffness of an unrestricted solid-on-solid step with and without tilt

A model step whose kinks cost 0.15 eV, on a lattice of spacing 0.4 nm, has a stiffness of 1.64 eV/nm at 500 K and 0.36 eV/nm at 1100 K. The temperature has risen by a factor of 2.2 and the stiffness has fallen by a factor of 4.5, although the kink energy was held fixed. The explanation lies in how many kinks the step carries, and how tall they are.

Let the step be the edge of a terrace one layer high. Its free energy per unit of true length, $\beta(\theta)$, depends on the angle $\theta$ between the step and a close-packed row. Take a step of mean orientation $\theta$, lay the coordinate $s$ along that orientation, and let a short piece of it turn by a small angle $\psi$. The piece covers a length $ds$ of the mean line but has true length $ds/\cos\psi$, so its free energy per $ds$ is

$$\frac{\beta(\theta+\psi)}{\cos\psi}=\left(\beta+\beta'\psi+\tfrac12\beta''\psi^2\right)\left(1+\tfrac12\psi^2\right)+\dots=\beta+\beta'\psi+\tfrac12(\beta+\beta'')\psi^2+\dots$$

To this order $\psi$ is the local slope, and the linear term integrates to a quantity fixed by the ends of the step. The cost of bending is therefore governed by the stiffness

$$\tilde\beta(\theta)=\beta(\theta)+\beta''(\theta).$$

The first term is the cost of the extra length, the second that of turning to other orientations.

The microscopic model is a step on a square lattice of spacing $a$. In column $i$ the edge stands at height $h_ia$, with $h_i$ an integer. The height is single-valued, so there are no overhangs; this is the solid-on-solid condition. Between neighbouring columns lies a kink $n_i=h_{i+1}-h_i$ that may be any integer, which is what "unrestricted" means, and it costs $E|n_i|$. Thus $E$ is the energy per unit of kink height, and different kinks do not interact. The step is isolated and in equilibrium at temperature $T$. The claim is that, for a step running on average along the row,

$$\boxed{\tilde\beta(0)=\frac{2kT}{a}\sinh^2\frac{E}{2kT}}$$

The orientation is part of the statement, since a tilted step has another stiffness, found below. The abbreviations are

$$x=\frac{E}{kT},\qquad z=e^{-x},\qquad C=\cosh x,\qquad S=\sinh x,\qquad p=\tan\theta .$$

Columns are counted along the row, so the natural quantity is the free energy $f(p)$ per unit of length projected on the row. A projected length $L$ corresponds to a true length $L/\cos\theta$; equating $fL$ with $\beta L/\cos\theta$ gives $\beta(\theta)=f(\tan\theta)\cos\theta$. With $dp/d\theta=1/\cos^2\theta$,

$$\beta'=\frac{f'}{\cos\theta}-f\sin\theta,$$

$$\beta''=\frac{f''}{\cos^3\theta}+\frac{f'\sin\theta}{\cos^2\theta}-\frac{f'\sin\theta}{\cos^2\theta}-f\cos\theta .$$

The terms in $f'$ cancel, and the last term cancels $\beta$ when the two are added:

$$\tilde\beta=\frac{f''(p)}{\cos^3\theta}=(1+p^2)^{3/2}f''(p).$$

A constant energy per column, the cost of the straight edge, adds a constant to $f$ and drops out. The stiffness at zero tilt is simply $f''(0)$.

To find $f$ at a given slope, let $Z_N(M)$ be the sum of Boltzmann factors over all sets of $N$ kinks whose total is $M$. The constraint on the total is awkward, so each configuration is first given an additional factor $e^{uM}$, with $u$ a dimensionless tilting field. Since $M=\sum_i n_i$, the sum over all $M$ factorises:

$$\sum_M Z_N(M)e^{uM}=e^{NG(u)},\qquad e^{G(u)}=\sum_{n=-\infty}^{\infty}z^{|n|}e^{un}.$$

The series converges for $|u|<x$. Its positive and negative parts are geometric:

$$e^{G}=1+\frac{ze^{u}}{1-ze^{u}}+\frac{ze^{-u}}{1-ze^{-u}}
=1+\frac{2z\cosh u-2z^2}{1-2z\cosh u+z^2}=\frac{1-z^2}{1-2z\cosh u+z^2}.$$

Dividing numerator and denominator by $2z$, and using $(z^{-1}-z)/2=S$ and $(z^{-1}+z)/2=C$, one has

$$G(u)=\ln\frac{S}{C-\cosh u}.$$

In the ensemble with field $u$, the probability of the total $M$ is $P_u(M)=Z_N(M)e^{uM-NG(u)}$, hence

$$-\ln Z_N(M)=uM-NG(u)-\ln P_u(M).$$

This holds for any allowed $u$. Choose $u$ so that the mean kink $G'(u)$ equals the required slope $p=M/N$. Then $M$ is the mean total, and by the central limit theorem $P_u(M)\approx[2\pi NG''(u)]^{-1/2}$. Its logarithm grows only as $\ln N$ and vanishes when divided by $N$. For a long step of projected length $Na$,

$$f(p)=\text{constant}+\frac{kT}{a}\,[\,up-G(u)\,],\qquad p=G'(u).$$

Differentiating the bracket with respect to $p$ gives $u+p\,du/dp-G'(u)\,du/dp=u$. A second differentiation gives $du/dp=1/G''(u)$, so that

$$f''(p)=\frac{kT}{a}\,\frac{1}{G''(u)}.$$

Two derivatives of $G$ are needed:

$$G'=\frac{\sinh u}{C-\cosh u},\qquad
G''=\frac{\cosh u\,(C-\cosh u)+\sinh^2u}{(C-\cosh u)^2}=\frac{C\cosh u-1}{(C-\cosh u)^2}.$$

The first vanishes at $u=0$, so zero field means zero tilt. There the second is

$$G''(0)=\frac{C-1}{(C-1)^2}=\frac{1}{C-1}=\frac{1}{2\sinh^2(x/2)},$$

and $f''(0)=(kT/a)\,2\sinh^2(x/2)$, which is the boxed result.

The same number has a direct meaning. The second derivative of the logarithm of a generating sum is a variance, so $G''(0)=\langle n^2\rangle$, the mean square kink of the untilted step. From $\sum_{n\ge1}n^2z^n=z(1+z)/(1-z)^3$ and the normalising sum $(1+z)/(1-z)$,

$$\langle n^2\rangle=\frac{2z(1+z)}{(1-z)^3}\,\frac{1-z}{1+z}=\frac{2z}{(1-z)^2},$$

which is again $1/[2\sinh^2(x/2)]$, because $(1-z)^2/z=(z^{-1/2}-z^{1/2})^2=4\sinh^2(x/2)$. Thus $\tilde\beta(0)=kT/(a\langle n^2\rangle)$: a step is stiff when it has few and small kinks.

This relation fixes the wandering. Hold one end of the step and leave the other free. After a length $L$ there have been $L/a$ independent kinks of zero mean, each displacing the edge by $an_i$, and therefore

$$\langle[y(L)-y(0)]^2\rangle=\frac{L}{a}\,a^2\langle n^2\rangle=\frac{kT\,L}{\tilde\beta(0)} .$$

For the example at $T=900$ K, $kT=0.07756$ eV, $x=1.934$ and $z=0.1446$. With $\sinh^2(x/2)=1.2656$ and $2kT/a=0.3878$ eV/nm,

$$\tilde\beta(0)=0.3878\times1.2656\ \text{eV/nm}=0.491\ \text{eV/nm},$$

or 79 pJ/m. The mean square kink is 0.395, so the rms displacement per column is $\sqrt{0.395}\,a\approx0.25$ nm, although about three quarters of the $n_i$ are zero. Over 100 nm, or 250 columns, the rms wander is $\sqrt{0.07756\times100/0.4908}\approx4.0$ nm, ten lattice spacings.

Two independent evaluations test the chain of reasoning. Building $\beta(\theta)$ from explicit kink sums and differentiating it numerically in angle gives 0.4908 eV/nm, the value of the formula. Counting the configurations of a step of 4000 columns with fixed ends, and taking the second difference of the free energy in the end height, gives 0.4911 eV/nm. A small difference is expected here, since the factor $P_u(M)$ leaves a correction of order $1/N$ in a finite step.

The opening numbers can now be read. Written with $E$ in front,

$$\tilde\beta(0)=\frac{E}{a}\,\frac{\cosh x-1}{x}=\frac{E}{a}\left(\frac{x}{2!}+\frac{x^3}{4!}+\frac{x^5}{6!}+\dots\right).$$

Every coefficient is positive, so at fixed $E$ the stiffness falls whenever the temperature rises. The first term alone would fall as $1/T$, by the factor 2.2; the higher terms fall faster and account for the rest of the factor 4.5.

When $kT\gg E$ the first term dominates and $\tilde\beta(0)\to E^2/(2akT)$. This is a limit of the model only, since in a real step at such temperatures the neglected overhangs would no longer be rare. When $kT\ll E$, the exact rearrangement

$$\tilde\beta(0)=\frac{kT}{2a}\,e^{E/kT}\left(1-e^{-E/kT}\right)^2$$

tends to $(kT/2a)e^{E/kT}$: kinks are rare, nearly all have height one, and $\langle n^2\rangle\approx2z$ is their density. Neither limit serves at 900 K. The low-temperature form gives 0.67 eV/nm, 37% above the full result, and the high-temperature form gives 0.36 eV/nm, 26% below it.

Tall kinks matter more than their rarity suggests, because they enter with the square of their height. If kinks are restricted to $n=0,\pm1$, then $\langle n^2\rangle=2z/(1+2z)$, and the ratio of restricted to unrestricted stiffness is

$$\frac{2z}{(1-z)^2}\,\frac{1+2z}{2z}=\frac{1+2z}{(1-z)^2}=\frac{1.289}{0.732}=1.76 .$$

The restriction would raise the stiffness from 0.49 to 0.86 eV/nm.

A growth spiral presents its step at all orientations, so the stiffness at finite tilt is needed as well. The field $u$ must be eliminated in favour of $p$. Put $D=C-\cosh u$, which is positive. Then $G'=p$ reads $\sinh u=pD$, while $\cosh u=C-D$. The identity $\cosh^2u-\sinh^2u=1$ becomes

$$(C-D)^2-p^2D^2=1\quad\Longrightarrow\quad(1-p^2)D^2-2CD+S^2=0,$$

where $C^2-1=S^2$ was used. Division by $D^2$ gives a quadratic equation for $1/D$, with the solutions

$$\frac1D=\frac{C\pm R}{S^2},\qquad R=\sqrt{C^2-S^2(1-p^2)}=\sqrt{1+p^2S^2}.$$

At $p=0$ one must recover $1/D=1/(C-1)=(C+1)/S^2$, which selects the plus sign; since $R$ never vanishes, the two solutions never meet and the choice holds for every slope. The numerator of $G''$ is

$$C\cosh u-1=C(C-D)-1=S^2-CD=S^2-\frac{CS^2}{C+R}=\frac{S^2R}{C+R},$$

and multiplication by $1/D^2=(C+R)^2/S^4$ yields $G''=R(C+R)/S^2$. With the geometrical factor,

$$\tilde\beta(\theta)=\frac{kT}{a}\,\frac{(1+p^2)^{3/2}\,S^2}{R\,(C+R)},\qquad R=\sqrt{1+p^2S^2}.$$

At $p=0$ this is $(kT/a)S^2/(1+C)=(kT/a)(C-1)$, as before. At 45°, $p=1$ and $R=C$, so that

$$\tilde\beta(45^\circ)=\sqrt2\,\frac{kT}{a}\tanh^2\frac{E}{kT}.$$

For $kT\ll E$ this tends to $\sqrt2\,kT/a$, which no longer contains $E$. The tilt forces kinks into the step whatever they cost, and what resists bending is the loss of ways to arrange them. This relies on a kink energy strictly proportional to height; an extra energy $E_c$ per kink multiplies the limit by $e^{-E_c/2kT}$. The stiffness along the row grows exponentially in the same limit, so a cold step is strongly anisotropic.

In the example the stiffness is 0.43 eV/nm at 10°, 0.27 eV/nm at 30° and 0.25 eV/nm at 45°. The last is about half the value along the row. The scale of the fall is set by $pS\approx1$, where $R$ begins to depart strongly from one; here $S=(1/0.1446-0.1446)/2\approx3.4$, which puts it near 16°. Within the model the fall is not universal. To second order in $p$, $R\approx1+p^2S^2/2$ and

$$\frac{\tilde\beta(\theta)}{\tilde\beta(0)}\approx1+\frac{p^2}{2}\left[3-S^2-\frac{S^2}{1+C}\right]=1+\frac{p^2}{2}\left[5-C^2-C\right],$$

so the stiffness first falls with tilt if $C^2+C>5$. With $C\approx3.5$ the example is well inside that range. The opposite case needs $kT>0.84E$, above about 1470 K here, where overhangs are no longer rare. The initial rise there comes from forbidding overhangs: the exact step of the square-lattice Ising model, with energy $E$ per edge, softens with tilt at every temperature at which it exists. The model treats its two row directions unequally, since only heights fluctuate. Beyond 45° the columns should be taken along the other row, and the values near 45° deserve less trust than those near zero. In the example the model's stiffness has its minimum near 42° and is already rising at 45°, which the symmetry of a square lattice does not allow.

The stiffness also enters the supersaturation that a curved step needs. Let the crystal layer occupy the side below $y(s)$, with $s$ along the local mean orientation. For small slopes the bending free energy is $F=\tfrac12\tilde\beta\int y'^2ds$. Moving the edge forward by $\delta y$, with fixed ends, changes it by

$$\delta F=\tilde\beta\int y'\,\delta y'\,ds=-\tilde\beta\int y''\,\delta y\,ds .$$

If the advance adds an area $A$ at a place where the outward curvature is $\kappa=-y''$, the cost is $\tilde\beta\kappa A$. The strongly curved inner part of a spiral must pay this from the supersaturation, at the stiffness of its local orientation.

The parameters stand for vapour-phase epitaxy of compound semiconductors, where growth temperatures near 900 K, surface lattice spacings near 0.4 nm and kink energies of the order of a tenth of an electronvolt are rough typical values. Real surfaces there are often reconstructed, with inequivalent step directions that need different kink energies, and their kinks need not have energies proportional to height. The result is sensitive to such details. An additional 0.02 eV for every kink, whatever its height, raises the stiffness along the row by 22%, to 0.60 eV/nm, but lowers it by 10% at 45°, where it makes the forced kinks bunch into fewer, taller ones. Lowering $E$ by 10% reduces it by 23%, and raising $E$ by 10% increases it by 29%, both at fixed $T$ and $a$. For a real step, 0.49 eV/nm is thus at best a rough estimate.

For a step along the row, overhangs matter less at 900 K, though their effect grows with temperature and with tilt. Their effect can be estimated if each edge along the row also costs $E$, so that an overhang pays for at least two additional edges. Let $S_0$ be the kink sum for one line between columns, and let $O$ be the summed weight of all self-avoiding paths that fold back within one column and so occupy the two lines beside it. If folds in adjacent columns, which would share a line, are excluded, a step of $N$ lines ends either in an ordinary line or in such a pair:

$$Z_N=S_0Z_{N-1}+O\,Z_{N-2}.$$

Giving each path a factor $e^{iqY}$, with $Y$ its total height change, turns $S_0$ and $O$ into functions of $q$, and $Z_N$ grows as $\lambda(q)^N$ with $\lambda^2=S_0\lambda+O$. The variance of height per column is $-d^2\ln\lambda/dq^2$ at $q=0$, and it replaces $\langle n^2\rangle$. Enumeration of the paths up to 20 edges lowers the stiffness by 1.7%, to 0.483 eV/nm. Overhangs wider than one column, and folds in adjacent columns, are left out of this estimate. The exact Ising step with the same edge energy also lies 1.7% below the model along the row, but 4.6% below at 30° and 8.7% below at 45°, where it gives 0.23 eV/nm; along the row at 1100 K it gives 0.34 eV/nm instead of 0.36.

Neighbouring steps limit the free wandering. With terraces 20 nm wide, the free end of a 100 nm segment lies half a terrace or more from its starting line with a probability of 1.4%, so at this length the step is nearly isolated. The rms wander reaches 10 nm at $L=\tilde\beta\,(10\ \text{nm})^2/kT=0.4908\times100/0.07756\approx630$ nm. Over that length a freely wandering step that starts 20 nm from each neighbour meets one of them with a probability of about 30%, and since steps cannot cross, the law $kTL/\tilde\beta$ no longer describes them.

Three further effects are not sized here: elastic forces between steps, the change of $E$ with temperature through lattice vibrations, and the growth drive itself. The last takes the step out of equilibrium, so the formula applies to a growing step only while its kinks are created and removed fast enough to keep their equilibrium distribution. The numerical output below lists the values used, with the stiffness at further temperatures.

## Numbers as computed

```
kink energy E: 0.150 eV
lattice spacing a: 0.400 nm
temperature T: 900 K
thermal energy kT: 0.07756 eV
E/kT: 1.9341 (no unit)
Boltzmann factor z = exp(-E/kT): 0.1446 (no unit)
sinh^2(E/2kT): 1.2656 (no unit)
prefactor 2kT/a: 0.3878 eV/nm
mean square kink, explicit sum: 0.3951 (units of a^2)
stiffness, formula: 0.4908 eV/nm
stiffness, formula: 78.63 pJ/m
stiffness, beta differentiated in angle: 0.4908 eV/nm
stiffness, 4000 columns with fixed ends: 0.4911 eV/nm
low-temperature form at 900 K: 0.6706 eV/nm
high-temperature form at 900 K: 0.3626 eV/nm
stiffness at 500 K: 1.6445 eV/nm
stiffness at 700 K: 0.7619 eV/nm
stiffness at 900 K: 0.4908 eV/nm
stiffness at 1100 K: 0.3640 eV/nm
stiffness at 1500 K: 0.2431 eV/nm
stiffness at tilt 10 deg: 0.4257 eV/nm
stiffness at tilt 30 deg: 0.2722 eV/nm
stiffness at tilt 45 deg: 0.2522 eV/nm
segment length: 100 nm
columns in segment: 250
rms wander over segment: 3.975 nm
terrace width: 20 nm
chance of end wander >= half terrace: 1.39 %
stiffness with narrow overhangs: 0.4826 eV/nm
change from narrow overhangs: -1.67 %
extra energy per kink: 0.020 eV
stiffness with extra kink energy: 0.5987 eV/nm
change from extra kink energy: 22.0 %
change if E is 10 % lower: -23.4 %
change if E is 10 % higher: 28.7 %
stiffness, kinks of height one only: 0.8645 eV/nm
change from height-one restriction: 76.2 %
```
